# How a Thin Transparent Film Changes the Ellipsometric Ratio, part 2

A uniform transparent film of thickness $d$ lies between a transparent ambient and a substrate that may absorb. How small a change in $d$ can reflected light reveal, when $d$ is far below the wavelength?

The media are isotropic and non-magnetic, with sharp interfaces and permittivities $\varepsilon_a=n_a^2$, $\varepsilon_f$ and $\varepsilon_s$. Fields vary as $e^{-i\omega t}$, and $z$ runs from the film's top, $z=0$, towards the substrate. Light with $k=\omega/c$ arrives at angle $\phi$ from the normal, with $k_x^2=k^2\varepsilon_a\sin^2\phi$, $q_j^2=k^2\varepsilon_j-k_x^2$ and $W_j=q_j/\varepsilon_j$. The algebra uses atomic units with Gaussian equations; numerical values are in eV and Å.

The s wave has its electric field $E$, and the p wave its magnetic field $H$, perpendicular to the plane of incidence. With $Y=E'/(iE)$ and $W=H'/(i\varepsilon H)$ taken at $z=0$, the reflection amplitudes are $r_s=(q_a-Y)/(q_a+Y)$ and $r_p=(W_a-W)/(W_a+W)$. The first half found the film formula

$$Y(0)=\frac{q_s-iq_f\tan(q_fd)}
{1-i(q_s/q_f)\tan(q_fd)}$$

and, for small $d$, the step of $W$ from its bare value $W_s$:

$$\delta W=-id\left(k^2-\frac{k_x^2}{\varepsilon_f}
-\varepsilon_fW_s^2\right).$$

For the ratio $\rho=r_p/r_s$, when $\rho_0=\rho(0)$ is not zero, it follows that

$$\boxed{\rho(d)=\rho_0(1+iKd)+O(d^2),}$$

$$\boxed{K=2kn_a\cos\phi\sin^2\phi\,
\frac{(\varepsilon_s-\varepsilon_f)(\varepsilon_f-\varepsilon_a)}
{(\varepsilon_s-\varepsilon_a)\varepsilon_f B}.}$$

Here

$$B=1-\sin^2\phi-\frac{\varepsilon_a}{\varepsilon_s}\sin^2\phi
=\cos^2\phi-\frac{\varepsilon_a}{\varepsilon_s}\sin^2\phi,$$

and $F=(\varepsilon_s-\varepsilon_f)/(\varepsilon_s-\varepsilon_a)$. In derivatives, $dd$ means the differential of $d$.

The example is a 10 Å film of index 1.60 on germanium of index $5.5+0.7i$, in air ($\varepsilon_a=1$), at 70° and 1.96 eV (vacuum wavelength 6326 Å). Then $\varepsilon_f=2.56$, $\varepsilon_s=29.76+7.70i$, $F=0.949+0.0136i$ and $2k=1.987\times10^{-3}$ rad/Å. Phase slopes quoted for $r_s$ and $r_p$ separately are referred to the top of the film.

### The two measured angles

Define the instrument angles by $\rho=\tan\Psi\,e^{-i\Delta}$. The minus sign belongs to the time factor $e^{-i\omega t}$; the opposite time convention replaces $\rho$ by its complex conjugate and leaves $\Psi$ and $\Delta$ unchanged. Write $K=K'+iK''$. Then

$$d(\ln\tan\Psi)-i\,d\Delta=(iK'-K'')\,dd.$$

Equating imaginary parts gives the first result below. For the second, use $d(\ln\tan\Psi)/d\Psi=1/(\sin\Psi\cos\Psi)=2/\sin2\Psi$:

$$\frac{d\Delta}{dd}=-K',\qquad
\frac{d\Psi}{dd}=-\frac12\sin(2\Psi)K''.$$

These slopes are in radians per unit length.

The example can now be evaluated. At 70°, $\cos\phi\sin^2\phi=0.3020$, $(\varepsilon_f-\varepsilon_a)/\varepsilon_f=0.6094$ and

$$B=0.1170-0.8830(0.0315-0.0081i)=0.0892+0.0072i.$$

With $F=0.949+0.0136i$,

$$\frac{K}{2k}=0.3020\times0.6094\,\frac{F}{B}
=1.949-0.129i.$$

Multiplication by $2k=1.987\times10^{-3}$ rad/Å gives

$$K=(3.872-0.257i)\times10^{-3}\ \text{Å}^{-1}.$$

The slope of $\Delta$ is therefore $-0.2218^\circ$/Å. For bare germanium $\Psi=20.01^\circ$, and the slope of $\Psi$ is $+0.0047^\circ$/Å. Most of the information about thickness is in $\Delta$.

### A transparent substrate

The small slope of $\Psi$ can be understood by making $\varepsilon_s$ real, with a propagating wave in the substrate. Then $K$ is real and the first-order change of $\Psi$ disappears.

A symmetry says more. The film formula of the first half can be written

$$Y(0)=\frac{q_s-iT}{1-iq_sT/q_f^2},\qquad
T=q_f\tan(q_fd).$$

Here $q_s$, $q_f^2$ and $T$ are real. Replacing $d$ by $-d$ reverses $T$ and turns $Y(0)$ into its complex conjugate. The p wave has the same structure. With $w_f=q_f/\varepsilon_f$,

$$W(0)=\frac{W_s-iw_f\tan(q_fd)}
{1-i(W_s/w_f)\tan(q_fd)}.$$

For small $d$ this returns $W_s-id(q_f^2/\varepsilon_f-\varepsilon_fW_s^2)$, which is the earlier step because $q_f^2/\varepsilon_f=k^2-k_x^2/\varepsilon_f$. Both $w_f\tan(q_fd)$ and $\tan(q_fd)/w_f$ are real and odd in $d$, so the conjugation argument applies again.

It follows that $\rho(-d)=\rho(d)^*$. The magnitude of $\rho$ is even in $d$, while its phase measured from the bare value is odd. Both reflectances are even too. Away from a zero of reflection, $\Psi$ and the reflectances therefore start to change at order $d^2$, whereas $\Delta$ changes at order $d$ and has no $d^2$ term.

This was tested at 70° in air for a film of index 2.0 on a substrate of index 1.5. When the thickness rose from 1 to 2 Å, the changes in $\ln|\rho|$ and in both reflectances grew fourfold to within 0.02 in the factor. The phase change doubled to within 0.01.

### Near Brewster's angle

The factor $1/B$ can amplify the signal. With the film and photon energy fixed, the slope of $\Delta$ in the germanium example is $-0.063^\circ$/Å at 50°, $-0.109^\circ$/Å at 60°, $-0.222^\circ$/Å at 70° and $-0.407^\circ$/Å at 75°.

For a transparent substrate $B$ vanishes at $\tan^2\phi=\varepsilon_s/\varepsilon_a$, Brewster's angle. There $W_a=W_s$ and the bare $r_p$ is zero. The logarithm has no value, but the amplitude itself still has a derivative:

$$\left.\frac{dr_p}{dd}\right|_0=
\frac{2iW_a}{(W_a+W_s)^2}
\left(k^2-\frac{k_x^2}{\varepsilon_f}
-\varepsilon_fW_s^2\right).$$

This follows from $dr_p/dW=-2W_a/(W_a+W)^2$ and $\delta W$, without division by $r_p$. Thus $\rho$ starts from zero and grows linearly with $d$. The angle $\Delta$ of the bare surface is undefined, and a formula for its change has no meaning there. Close to this angle $K$ is large because $\rho_0$ is small. The product $\rho_0K$ stays finite, so the linear expansion of $\rho$ itself keeps its range of thickness. The linear laws for $\Delta$ and $\Psi$ also need $|Kd|\ll1$, and therefore hold only for correspondingly thinner films. The p-polarized light that carries the signal is also weak.

An absorbing substrate keeps $B$ away from zero. For the germanium indices, $\operatorname{Re}B=0$ near 80°. There $B$ is imaginary while $F$ is nearly real, so $K$ is nearly imaginary. The first-order signal has moved from $\Delta$ to the relative change of $\tan\Psi$. The growth of the $\Delta$ slope between 50° and 75° therefore cannot be extrapolated to 80°.

### Why the wavelength is not the limit

Let $\delta\Delta$ be the smallest repeatable change of $\Delta$, in radians. The corresponding thickness change is

$$\delta d=\frac{\delta\Delta}{|K'|}
=\frac{\lambda}{4\pi}\,
\frac{\delta\Delta}{|K'/2k|},
\qquad \lambda=\frac{2\pi}{k}.$$

The wavelength sets the scale, but it is multiplied by a small measurable angle. For $\delta\Delta=0.02^\circ$,

$$\delta d=\frac{0.02^\circ}{0.2218^\circ/\text{Å}}
=0.090\ \text{Å}=0.0090\ \text{nm}.$$

This is a resolution for changes in mean thickness over the spot, provided that the thickness varies only gradually along the surface and stays within the range where the linear law holds. Narrow islands of the same mean thickness can give a different signal, because their side walls change the field inside them. The figure does not mean that the light shows atoms, or that the absolute thickness is known this well.

Reflectance can be compared at an assumed relative precision of 0.1%. Starting from the bare surface, the full reflection formula reaches this change at 14 Å for normal incidence, 33 Å for s polarization at 70° and 2.0 Å for p polarization at 70°. The first-order slopes alone, used for the resolutions in the numerical output, would give 18.6 Å, 54 Å and 2.0 Å. The first two are too large because the second-order change is not negligible there. The last value is also below a nanometre. The ellipsometric advantage over it, a factor of about 22, rests on the two assumed precisions as well as on the optics.

### How far the straight line reaches

The full calculation gives a change in $\Delta$ of $-2.213^\circ$ for 10 Å, against $-2.218^\circ$ from the linear law. Inverting with the linear slope gives

$$d_{\rm inferred}=\frac{2.213^\circ}{0.2218^\circ/\text{Å}}
=9.98\ \text{Å},$$

an error of $-0.25\%$ relative to the true thickness. At 50 Å the shifts are $-10.91^\circ$ and $-11.09^\circ$, so the full shift is 1.6% smaller than the linear one. On a grid of 2 Å, the difference first exceeds 5% of the linear shift at 118 Å. That distance belongs to these indices, this angle and this photon energy.

The change in $\Psi$ is less nearly linear. At 10 Å it is $0.054^\circ$, against $0.047^\circ$ from its slope. This fits the symmetry above: weak absorption supplies the small linear term, while a quadratic term is present even without absorption.

### Thickness or index?

The film enters $K$ through

$$\frac{(\varepsilon_s-\varepsilon_f)(\varepsilon_f-\varepsilon_a)}
{\varepsilon_f}
=\varepsilon_s\left(1-\frac{\varepsilon_a}{\varepsilon_f}\right)
\left(1-\frac{\varepsilon_f}{\varepsilon_s}\right).$$

If $\varepsilon_s$ is real, a first-order measurement yields one real number: the product of this factor and $d$. Thickness and index cannot both be obtained from it. A complex $\varepsilon_s$ makes the phase of $K$ depend on $\varepsilon_f$, but weakly when $|\varepsilon_s|\gg\varepsilon_f$.

The example shows how weakly. A film of index 1.70 and thickness 9.42 Å gives the same $\Delta$ as the film of index 1.60 and thickness 10 Å. Their values of $\Psi$ differ by $0.0027^\circ$. If $\Psi$ also repeats to $0.02^\circ$, this single measurement does not distinguish the two films.

### The real surface

The parameters represent germanium oxide on germanium in red light. The indices are rough typical values, not measurements of a particular sample, and an oxide's index depends on its composition and density. A repeatability of a few hundredths of a degree is a reasonable scale for an ellipsometer; $0.02^\circ$ is the round value assumed here. A real surface may have a graded interface and an adsorbed layer, which break the assumption of one uniform film between sharp boundaries. At thicknesses of a few ångström, a bulk permittivity is itself an effective description.

The sizes of such effects can be stated as apparent thickness changes. For each one, all other settings of the 10 Å example are held fixed, and the shift in $\Delta$ is divided by the original slope:

- A 3 Å surface layer of index 1.45 adds 2.6 Å, and a 2 Å interface layer of index 3 adds 2.3 Å.
- Raising the imaginary part of the substrate index by 0.05 adds 2.7 Å. Raising its real part by 0.05 subtracts 1.0 Å.
- Heating by 20 K adds 0.7 Å, if both parts of the substrate index rise by an assumed rough 0.001 per kelvin.
- Raising the film index to 1.70 adds 0.6 Å. Lowering only its index normal to the surface by 2% subtracts 0.3 Å.
- An angle of incidence larger by $0.02^\circ$ adds 0.1 Å.

The largest of these changes is about 30 times the 0.09 Å resolution. The step of 0.05 in the substrate index is only a yardstick, and real samples can differ by more: an index of $5.47+0.81i$, nearer to tabulated values for germanium at this energy, adds about 6.5 Å to the apparent thickness, while it changes the slope of $\Delta$ by only 0.3%. Absolute thickness is therefore limited here by the optical model rather than by the repeatability of $\Delta$.

A change in thickness is easier to measure than the thickness itself. If the same spot is measured before and after growth, at the same angle and temperature, the measured bare value replaces a calculated one. An error in the assumed substrate index then enters through the slope $K$, and no longer through the bare value of $\Delta$. A contaminant that arrives between the two measurements does not cancel: to first order it adds its own $Kd$ to that of the film, because each thin layer contributes its own small step in $Y$ and $W$. The numerical output below gives the main values to more digits.

## Calculated quantities

```
Photon energy: 1.96 eV
Vacuum wavelength: 6325.7 A
k = omega/c: 5.256186e-04 inverse bohr
Phase scale 2k: 0.11382 deg/A
Incidence angle: 70.0 deg
Film index: 1.60 (dimensionless)
Substrate index: 5.50 + 0.70i
Substrate permittivity: 29.760 + 7.700i
Film thickness: 10.0 A = 1.00 nm
Bare Psi: 20.01361 deg
Bare Delta: 171.02457 deg
K: 0.0038719 -0.0002569i inverse A
Phase slope of r_s: 0.03696 deg/A
Phase slope of r_p: 0.25880 deg/A
Delta slope: -0.22184 deg/A
Psi slope: 0.004733 deg/A
Delta slope at 50 deg: -0.06293 deg/A
Delta slope at 60 deg: -0.10904 deg/A
Delta slope at 75 deg: -0.40744 deg/A
d=1 A: full Delta shift -0.22179 deg
  linear Delta shift -0.22184 deg
d=10 A: full Delta shift -2.21293 deg
  linear Delta shift -2.21843 deg
d=50 A: full Delta shift -10.91422 deg
  linear Delta shift -11.09213 deg
Full Psi shift at 10 A: 0.05351 deg
Linear-law inferred thickness: 9.9752 A
Curvature thickness error: -0.0248 A
First >5% error on 2 A grid: 118 A
Assumed Delta repeatability: 0.020 deg
Thickness resolution: 0.0902 A = 0.00902 nm
Wavelength/resolution: 70166
Assumed reflectance precision: 0.10 %
R normal: -0.00538 %/A; resolution 18.57 A
R_s 70 deg: -0.00184 %/A; resolution 54.31 A
R_p 70 deg: +0.04953 %/A; resolution 2.02 A
Delta-matched film, index 1.70: 9.4201 A
Remaining Psi difference: -0.002669 deg
Apparent thickness changes from neglected effects:
  angle +0.02 deg: +0.095 A
  substrate n +0.05: -0.974 A
  substrate k +0.05: +2.670 A
  heating 20 K (n,k +0.001/K): +0.669 A
  film index 1.70: +0.612 A
  film normal index -2%: -0.285 A
  2 A interface, index 3: +2.282 A
  3 A surface layer, index 1.45: +2.604 A
```
